Equal-action theorem for elastic two-step tunnelling through a triangular barrier

**1. Definitions and conventions**

An electron of effective mass m enters an insulator from a cathode at x < 0. Its energy is measured from the cathode Fermi level and is taken as zero. In the insulator the barrier is

U(x) = φ − Fx, x > 0,

where φ is the barrier height and F > 0 is the force on the electron. In eV/nm, F has the same number as the electric field in V/nm, and 1 V/nm = 10 MV/cm. The barrier ends at the turning point L = φ/F. The insulator is thicker than L, so the electron emerges into the insulator's conduction band. This is the Fowler-Nordheim regime.

Under the barrier the wave decays at the rate κ(x) = √(2mU(x))/ħ. The action between a and b means

2∫ₐᵇ κ dx,

with the factor 2 included, so that exp(−action) is a probability and not an amplitude.

A trap at x is elastic if its level lies at the electron's energy. Its depth below the local conduction band edge is then

E_t = U(x) = φ − Fx. (1)

Position and depth are therefore linked. Let S₁ be the action from the cathode to the trap, S₂ that from the trap to L, and S = S₁ + S₂.

**Assumptions.** (a) The WKB approximation holds, with S₁ and S₂ much larger than 1. (b) The field is uniform and the mass constant. (c) Cathode states at the energy considered are filled and final states are empty; the Fermi level stands for the upper edge of the filled states at low temperature. (d) Each path uses one trap, with a single non-degenerate level. (e) The lattice does not relax on capture. (f) Traps exist at the required position and depth.

**2. The theorem**

**Theorem.** Let the two hops have rates R₁ = ν exp(−S₁) and R₂ = ν exp(−S₂) with the same constant ν. Among all elastic traps, the steady two-step rate is greatest when

S₁ = S₂ = S/2.

This trap lies at

x* = (1 − 2^(−2/3)) L ≈ 0.370 L,

with depth E_t* = 2^(−2/3) φ ≈ 0.630 φ. If exp(−B/F) is the exponential factor of direct tunnelling, the best two-step rate is (ν/2) exp(−B/(2F)).

**Lemma 1 (actions).** For 0 ≤ x ≤ L,

S = B/F, B = 4√(2m) φ^(3/2)/(3ħ),
S₂ = S(1 − x/L)^(3/2), S₁ = S − S₂.

*Proof.* Substitute u = φ − Fx′, so dx′ = −du/F. The limits x and L become φ − Fx and 0:

S₂ = (2√(2m)/ħ) ∫ₓᴸ (φ − Fx′)^(1/2) dx′
= (2√(2m)/(ħF)) ∫₀^(φ−Fx) u^(1/2) du
= (4√(2m)/(3ħF)) (φ − Fx)^(3/2).

Setting x = 0 gives S. Since φ − Fx = φ(1 − x/L), division by S gives the stated ratio. ∎

**Lemma 2 (series rule).** The steady rate through the trap is R = R₁R₂/(R₁ + R₂).

*Proof.* Let n be the mean occupation. Capture needs an empty trap and emission a filled one. In the steady state

R₁(1 − n) = R₂n, hence n = R₁/(R₁ + R₂).

The rate R = R₂n is the stated result. Return to the cathode is blocked because its states are filled. ∎

**Proof of the theorem.** Write S₁ = S/2 + δ and S₂ = S/2 − δ. Then

1/R = 1/R₁ + 1/R₂ = (e^(S/2)/ν)(e^δ + e^(−δ)),
R = ν e^(−S/2)/(2 cosh δ). (2)

As x runs from 0 to L, S₁ rises steadily from 0 to S, because dS₁/dx = 2κ > 0. Each δ between −S/2 and S/2 therefore occurs once. Since cosh δ has its single minimum at δ = 0, R has a single maximum there, with value (ν/2)e^(−S/2). Lemma 1 then requires

(1 − x*/L)^(3/2) = 1/2,
1 − x*/L = 2^(−2/3).

This gives x*, and equation (1) gives E_t* = φ(1 − x*/L). ∎

The slower hop controls the rate. Moving the trap from x* speeds one hop and slows the other, so the total suffers. The best trap lies nearer the cathode than L/2 because the barrier is higher there and action accumulates faster. The depth E_t* does not depend on F: a stronger field shortens L but leaves the best depth unchanged.

**Remark 1 (a single trap depth).** Suppose all traps have one depth E_t. For electrons at the Fermi level, put r = (E_t/φ)^(3/2). Then S₂ = rS and S₁ = (1 − r)S, and the slower hop gives the exponent

max(r, 1 − r) B/F.

It is halved when r = 1/2. Electrons at energy −ε do no better: the same depth is resonant farther in, S₂ is unchanged, and S₁, proportional to (φ + ε)^(3/2) − E_t^(3/2), is larger.

**Remark 2 (thin films).** If the film thickness d is less than L, the barrier is a trapezoid with total action S[1 − (1 − d/L)^(3/2)]. Equal division now requires

1 − (1 − x/L)^(3/2) = ½[1 − (1 − d/L)^(3/2)].

For d = L this returns x*. For d ≪ L, expansion of both sides gives 3x/(2L) = 3d/(4L), or x = d/2. Mid-barrier is thus the answer for a nearly rectangular barrier.

**3. Unequal prefactors**

**Corollary 1.** Let R₁ = ν₁e^(−S₁) and R₂ = ν₂e^(−S₂), with constant prefactors and |ln(ν₁/ν₂)| ≪ S. The greatest rate is ½√(ν₁ν₂)e^(−S/2), and the best position moves by approximately

Δx = ln(ν₁/ν₂)/(4κ*), κ* = κ(x*).

*Proof.* Put δ = ½ ln(ν₁/ν₂) + η. Then e^δ/ν₁ = e^η/√(ν₁ν₂) and e^(−δ)/ν₂ = e^(−η)/√(ν₁ν₂). Therefore

R = √(ν₁ν₂) e^(−S/2)/(2 cosh η).

The maximum is at η = 0, where S₁ exceeds S/2 by ½ ln(ν₁/ν₂). Dividing by dS₁/dx = 2κ* gives Δx. ∎

Lemma 1 can also be written S₂ = (4/3)κ(x)(L − x). At x* this gives κ*L = (3/8)2^(2/3)S ≈ 0.595 S. The relative shift Δx/L is therefore of order 1/S. The exponent remains halved; only the prefactor changes, from ν/2 to ½√(ν₁ν₂).

**4. Prefactors from the wave equation**

The hopping picture can be derived for a one-dimensional point well, −αδ_D(x − x_t), where δ_D is the Dirac delta function. Let the cathode have a flat band with Fermi energy E_F and the same mass m. Let k be its wave number at energy zero, and κ₀ = κ(0).

**Lemma 3 (widths).** To leading order in WKB, the trap level has width Γ = Γ_L + Γ_R, where

Γ_L = 2gE_t e^(−S₁), Γ_R = 2E_t e^(−S₂), g = 4kκ₀/(k² + κ₀²).

*Proof.* To the right of the well the wave is proportional to

κ^(−1/2)[e^(−w) + ρ_R e^(−S₂)e^w],

where w is the integral of κ from x_t to x. The second term is reflected at the turning point. To first order in it, the logarithmic derivative just right of the well is −κ(1 − 2ρ_R e^(−S₂)). Just left it is κ(1 − 2ρ_L e^(−S₁)). The derivative of κ^(−1/2) adds the same term on both sides and cancels in the difference. The point well makes ψ′ jump by −(2mα/ħ²)ψ, so

2κ − 2κ(ρ_R e^(−S₂) + ρ_L e^(−S₁)) = 2mα/ħ². (3)

A decaying state has energy E = E_r − iΓ/2. Since dκ/dE = −m/(ħ²κ), the imaginary part of 2κ is mΓ/(ħ²κ). The right side of (3) is real, so

Γ = (2ħ²κ²/m)(Im ρ_R e^(−S₂) + Im ρ_L e^(−S₁)),

and 2ħ²κ²/m = 4E_t.

At the cathode, match e^(κ₀x) + ρ_L e^(−κ₀x) to the wave e^(−ikx) travelling left:

κ₀(1 − ρ_L)/(1 + ρ_L) = −ik,
ρ_L = (κ₀ + ik)/(κ₀ − ik).

Thus Im ρ_L = 2kκ₀/(k² + κ₀²) = g/2.

At the other end the outgoing wave is Bi(z) + i Ai(z), with z proportional to L − x. Far beyond L it behaves as a wave travelling right. Under the barrier, with ξ = ∫ₓᴸ κ dx′ = S₂/2 − w, the Airy functions vary as Bi ∝ e^ξ and Ai ∝ ½e^(−ξ), with the same remaining factor. The ratio of the growing to the decaying part is (i/2)e^(−S₂)e^(2w), so Im ρ_R = 1/2. Insertion gives both widths. ∎

**Lemma 4 (coherent passage).** For a narrow isolated resonance, the transmission T satisfies

∫T dE = 2πΓ_LΓ_R/(Γ_L + Γ_R).

*Proof.* Let |a|² be the trap occupation probability and |s|² the incident flux. Near resonance

da/dt = −(i/ħ)(E_r − iΓ/2)a + cs.

To find c, close the right exit. Free decay emits flux Γ_L|a|²/ħ. In the time-reversed process this flux enters, nothing leaves, and |a| grows at the rate Γ_L/(2ħ). The source must overcome the decay and supply the growth, so |cs| = Γ_L|a|/ħ. With |s|² = Γ_L|a|²/ħ this gives |c|² = Γ_L/ħ. A weak right exit does not change c to leading order.

For steady input at energy E,

a = iħcs/(E − E_r + iΓ/2).

The transmitted flux is Γ_R|a|²/ħ, hence

T = Γ_LΓ_R/[(E − E_r)² + Γ²/4].

The integral of 1/[(E − E_r)² + Γ²/4] is 2π/Γ. ∎

In one dimension, filled states of one spin supply the flux dE/(2πħ). The resonant rate is thus Γ_LΓ_R/[ħ(Γ_L + Γ_R)]. This is Lemma 2 with R₁ = Γ_L/ħ and R₂ = Γ_R/ħ. After integration over energy, coherent passage and two successive hops have the same optimum.

Corollary 1 applies with ν₁/ν₂ = g. The common factor E_t falls with x and so favours traps slightly nearer the cathode. This moves S₁ by an amount of order 1/S, and x/L by an amount of order 1/S².

**5. Many traps**

**Corollary 2.** Take electrons of one energy, equal prefactors, and traps spread uniformly in position and energy. The rate integrated over the position of the resonant traps equals the maximum rate times a layer width

ℓ = π/(2κ*),

to leading order for large S.

*Proof.* By (2), R/R_max = 1/cosh δ, and dx = dδ/(2κ). This factor is appreciable for |δ| of order 1, where κ is close to κ*. Using ∫dδ/cosh δ = π over the whole line gives ℓ. ∎

The sum over trap positions therefore changes the prefactor and keeps the exponent B/(2F).

**6. Example: an 8 nm oxide on silicon**

Take φ = 3.1 eV and m = 0.42 electron masses, rough typical values for silicon dioxide on silicon. The field is 6 MV/cm, or F = 0.6 eV/nm, and E_F = 1 eV is a round model parameter. It describes a metal-like cathode: in a silicon accumulation layer at this field the Fermi level lies only about 0.1 eV above the lowest subband, a few kT at room temperature. The actions, x* and E_t* do not depend on E_F; g and the quantities built on it do. Then

L = 3.1/0.6 = 5.17 nm,
S = 241.6/6.0 = 40.27,
x* = 0.370 × 5.167 = 1.91 nm,
E_t* = 0.630 × 3.10 = 1.95 eV.

L is shorter than the film, as required. The direct factor is e^(−40.27) = 3.2 × 10⁻¹⁸, and the two-step factor is e^(−20.14) = 1.8 × 10⁻⁹. A trap at L/2 would have S₁ = 26.0 and S₂ = 14.2. Its first hop would be slower than that of the best trap by about e^5.9 ≈ 360 in the exponential factor.

With g = 1.718 the widths at x* are

Γ_R = 2 × 1.953 × 1.80 × 10⁻⁹ = 7.0 × 10⁻⁹ eV,
Γ_L = 1.718 Γ_R = 1.21 × 10⁻⁸ eV.

The series rule gives 6.8 × 10⁶ electrons per second, or about 1.1 pA, per trap and spin in one dimension. This takes the cathode states as filled across the whole resonance. For a level exactly at the Fermi energy they are half filled, and the rate is half as large. A point defect in a three-dimensional oxide has a different prefactor, so this is not a prediction for a real defect. With κ* = 4.64 nm⁻¹, the active layer is π/(2 × 4.64) = 0.34 nm wide; quadrature over position gives 0.339 nm.

The wave equation for the barrier with its point well was also solved with Airy functions, without WKB. The well was tuned to resonance at energy zero, and its position was varied to maximise the area under the transmission peak. At 6, 8 and 10 MV/cm the best x/L was 0.3753, 0.3769 and 0.3784. Corollary 1 gives 0.3757, 0.3776 and 0.3794. The optimum approaches 0.370 as the field falls and S grows. It lies above 0.370 here because g > 1. For E_F below about 0.22 eV, g < 1 and the shift is toward the cathode: at E_F = 0.1 eV and 6 MV/cm, g = 0.70, the best x/L is 0.366 and the current through a trap at x* is 0.7 pA. The small remaining differences have the sign expected from the factor E_t, though other corrections of the same order, such as those to WKB, also enter.

The slope of the logarithm against −1/F was 241.7 MV/cm for direct transmission and 120.6 MV/cm for the greatest peak area. Their ratio, 0.499, tests the halving directly. The greatest areas agreed with the WKB formula within about 2.5%.

**7. Where the model departs from a real oxide**

The chosen thickness and field lie in the range relevant to leakage through tunnel oxides, below a breakdown field of roughly 10 MV/cm. Several neglected effects can be sized at these settings, changing one at a time.

- **Image force.** With a rough optical permittivity of 2.1, S falls to 37.6 and the half-action point moves to 1.98 nm. The two-step exponential factor grows by e^1.3, about 4.
- **Non-parabolic band.** A two-band dispersion with a 9 eV gap and the same mass gives S = 35.8 and a half-action point at 2.02 nm. The factor grows by e^2.2, about 9.
- **Temperature.** Averaging the exponential factors over the Fermi distribution at 300 K raises direct tunnelling by a factor of 1.58 and best-trap tunnelling by a factor of 1.11, relative to zero temperature. The latter assumes a best trap at every energy. Both assume a deep Fermi sea; with the band bottom only 0.1 eV below the Fermi level the factors are 1.67 and 1.18.
- **Trapped charge.** A rough sheet density of 10¹¹ cm⁻² makes a field step of 0.046 MV/cm. If the field along the whole path changed by this much, S/2 would change by about 0.16 and the rate by a factor of about 1.17, up or down according to the sign of the change. At fixed voltage a real sheet divides the step between its two sides, and the effect is smaller: a factor of about 1.01 to 1.06 for a sheet between 0.3 and 6 nm from the cathode.
- **Anode reflection.** The formulas let the emitted electron travel on without meeting the end of the oxide. If the 8 nm film ends at an anode whose flat band is that of the cathode lowered by the 4.8 eV drop across the oxide, and the electron does not scatter on the way, reflection raises Γ_R at x* by about a fifth and moves the best x/L by about 0.002 toward the cathode. These values lie on a steep interference fringe. Between 7.7 and 8.1 nm of thickness, or between 5.8 and 6.1 MV/cm, the factor on Γ_R runs from about 0.5 to about 1.8, and the shift changes sign with it.

The first two effects change the decay rate κ(x) but not the equal-action rule, which used only S₁ + S₂ = S and a steadily increasing S₁.

Lattice relaxation breaks the elastic condition itself. If capture lowers the electron's energy by W, the second hop starts from a deeper level:

S₁ = S[1 − (1 − x/L)^(3/2)],
S₂ = S(1 − x/L + W/φ)^(3/2).

For W < φ the slower hop is again fastest when the actions are equal, but their sum now exceeds S. For W = 1.5 eV, a rough value associated with stress-induced leakage in silicon dioxide, the balance lies at x/L = 0.636. Each action is 0.781 S = 31.4. The exponential factor is 1.2 × 10⁻⁵ of the elastic one, before any vibrational overlap factor is included. The emitted electron reaches the conduction band at (3.1 + 1.5)/0.6 = 7.7 nm, still inside the film.

The half exponent is thus the limit of negligible relaxation. With a loss of this size, the elastic theorem should not be used to predict the leakage current or to infer a trap position from its slope. The numerical output gives the remaining values.

Numbers as computed

```
barrier height 3.10 eV, mass 0.42 m_e
cathode Fermi energy 1.00 eV, oxide 8.0 nm
field 6.0 MV/cm, oxide voltage 4.80 V
barrier length L 5.167 nm
Fowler-Nordheim B 241.6 MV/cm, half 120.8 MV/cm
total action S 40.27, half 20.14
exp(-S) 3.240e-18, exp(-S/2) 1.800e-09
quadrature: S 40.271, half-action position 1.9119 nm
best trap: x/L 0.3700, x 1.912 nm
best trap depth 1.953 eV, ratio 0.6300
trap at L/2: S1 26.03, S2 14.24
exact scattering at 8 MV/cm: x/L, width eV, WKB eV, area ratio
  0.30 2.797e-05 2.748e-05 0.9790
  0.37 2.941e-06 2.935e-06 0.9900
  0.45 1.480e-05 1.532e-05 1.0183
prefactor ratio g 1.718
F MV/cm, exact best x/L, shifted WKB x/L, max area eV, WKB eV
  6 0.3753 0.3757 2.864e-08 2.895e-08
  8 0.3769 0.3776 4.372e-06 4.444e-06
  10 0.3784 0.3794 8.897e-05 9.109e-05
exact slope, direct 241.7 MV/cm
exact slope, best trap 120.6 MV/cm
slope ratio 0.4991
kappa at best trap 4.640 1/nm
active layer: formula 0.3385 nm, quadrature 0.3390 nm
widths at x*: left 1.208e-08 eV, right 7.030e-09 eV
1D rate per trap 6.751e+06 1/s, current 1.082e-12 A
image force (eps 2.1): S 37.58, x* 1.983 nm
two-band, gap 9.0 eV: S 35.81, x* 2.018 nm
300 K over 0 K, direct: factor 1.579
300 K over 0 K, two-step: factor 1.114
trapped charge 1e+11 1/cm2: field change 0.0464 MV/cm
  resulting change of S/2 about 0.156
relaxation 1.5 eV: exponent 0.781 S = 31.43
  best x/L 0.636, rate factor 1.24e-05
```
